**Basis-set error and the price of a digit**

If a basis of level $X$ has $N\propto X^3$ functions, an error $\delta\propto X^{-3}$ and a cost $\propto N^4$, each further digit of correlation energy costs $10^4$ times more in the asymptotic regime. The program diagonalizes two opposite-spin electrons in a periodic box, with kinetic unit $T$, Coulomb unit $A$ and relative contact density $P$. It asserts that the gain per doubling of $X$ falls by about 8, and that the error follows $(4\pi/3)^2PA^2/(TN)$ within 10%. It also asserts the coupling to distant plane waves, the extrapolation from smaller bases, and the error ratio of two bases whose sizes differ by nearly ten. Counted multiplications in the ladder contraction grow by $2^4$ when the virtual space doubles, and by $2^6$ when the occupied space doubles too. The function counts of cc-pVXZ sets are compared with those of the published carbon sets. The output shows a ratio of 8.4 per doubling, and a price per digit of about 8800 for the box errors combined with an assumed $N^4$ cost. For atomic sets the price rises from about 460 at $X=2$ towards 10,000, if the $X^{-3}$ error law is taken as given.

## Numerical verification

```python
"""
Result under test: if a basis of level X has N ~ X^3 functions, a correlation
energy error ~ X^-3 and a cost ~ N^4, then error ~ 1/N and cost ~ error^-4,
so one more digit costs 10^4 times more (asymptotically, for a fixed molecule).

Error law: two opposite-spin electrons, total momentum zero, in a periodic
cube of side L with neutralizing background. States |g,-g>, g integer vector,
|g| <= X.  H = T g^2 on the diagonal plus A/|g-g'|^2 for g != g'.
T = hbar^2 (2 pi/L)^2 / m,  A = e^2/(4 pi^2 eps0 L).
P = (sum of coefficients)^2 = relative pair density at contact.
Predicted error: (4 pi/3)^2 P A^2 / (T N).
Cost law: multiplications in the ladder contraction, o occupied, v virtual.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from pyscf import gto

# ---------- model parameters ----------
side = 0.2e-9
kinetic = const.hbar**2 * (2 * np.pi / side)**2 / const.m_e
coulomb = const.e**2 / (4 * np.pi**2 * const.epsilon_0 * side)
strength = coulomb / kinetic

# ---------- plane waves grouped into sets equivalent by cubic symmetry ----------
X_MAX = 20
axis = np.arange(-X_MAX, X_MAX + 1)
points = np.array(np.meshgrid(axis, axis, axis, indexing="ij")).reshape(3, -1).T
norm2 = (points**2).sum(axis=1)
inside = norm2 <= X_MAX**2
points, norm2 = points[inside], norm2[inside]
folded = np.sort(np.abs(points), axis=1)
base = X_MAX + 1
key = norm2 * base**3 + folded @ np.array([base**2, base, 1])
_, first, star, size = np.unique(key, return_index=True,
                                 return_inverse=True, return_counts=True)
star = star.ravel()
star_norm2 = norm2[first]
n_star = len(size)
points_f = points.astype(float)


def inverse_distance2(center, center_norm2, others, others_norm2):
    """1/|g-g'|^2 with the term g = g' set to zero."""
    d2 = others_norm2 + center_norm2 - 2.0 * (others @ center)
    result = np.zeros(len(d2))
    np.divide(1.0, d2, out=result, where=d2 > 0.5)
    return result


interaction = np.empty((n_star, n_star))
for i in range(n_star):
    inv = inverse_distance2(points_f[first[i]], star_norm2[i], points_f, norm2)
    interaction[i] = (np.bincount(star, weights=inv, minlength=n_star)
                      * np.sqrt(size[i] / size))
assert np.allclose(interaction, interaction.T, atol=1e-9)
hamiltonian = np.diag(star_norm2.astype(float)) + strength * interaction


def ground_state(cut2):
    """Number of plane waves, energy in units of T, coefficients per set."""
    k = int(np.sum(star_norm2 <= cut2))
    value, vector = eigh(hamiltonian[:k, :k], subset_by_index=[0, 0])
    return int(size[:k].sum()), value[0], vector[:, 0]


# symmetry reduction against the full matrix in a small basis
small = norm2 <= 9
small_points, small_norm2 = points_f[small], norm2[small]
full = np.diag(small_norm2.astype(float))
for i in range(len(small_points)):
    full[i] += strength * inverse_distance2(small_points[i], small_norm2[i],
                                            small_points, small_norm2)
assert abs(np.linalg.eigvalsh(full)[0] - ground_state(9)[1]) < 1e-10

# ---------- error law ----------
levels = (5, 10, 20)
count, energy, state = {}, {}, {}
for X in levels:
    count[X], energy[X], state[X] = ground_state(X**2)

# falling error per doubling of X, without any estimate of the limit
doubling_ratio = (energy[5] - energy[10]) / (energy[10] - energy[20])
assert abs(doubling_ratio / 8 - 1) < 0.10   # corrections of order 1/X

# coupling of distant plane waves to the state of level 10
k10 = len(state[10])
contact10 = np.sum(state[10] * np.sqrt(size[:k10]))
far = star_norm2 > 19**2
coupling = interaction[far][:, :k10] @ state[10] / np.sqrt(size[far])
coupling_ratio = coupling * star_norm2[far] / contact10
assert np.max(np.abs(coupling_ratio - 1)) < 0.05

# replacement of the lattice sum of g^-6 by the continuum result
shell = (norm2 > 100) & (norm2 <= 400)
lattice_sum = np.sum(1.0 / norm2[shell].astype(float)**3)
inverse_count_step = 1 / count[10] - 1 / count[20]
continuum_sum = (4 * np.pi / 3)**2 * inverse_count_step
assert abs(lattice_sum / continuum_sum - 1) < 0.02

# prefactor of the 1/N law
contact_density = np.sum(state[20] * np.sqrt(size))**2
slope_measured = (energy[10] - energy[20]) / inverse_count_step
slope_formula = (4 * np.pi / 3)**2 * contact_density * strength**2
assert abs(slope_measured / slope_formula - 1) < 0.10   # order 1/X


def extrapolate(low, high):
    return ((count[high] * energy[high] - count[low] * energy[low])
            / (count[high] - count[low]))


limit = extrapolate(10, 20)
error = {X: energy[X] - limit for X in levels}
limit_from_small = extrapolate(5, 10)
assert abs(limit_from_small - limit) < error[20]

# two bases whose sizes differ by a factor close to ten
cuts = np.unique(star_norm2)
sizes = np.array([size[star_norm2 <= c].sum() for c in cuts])
cut_big = cuts[np.argmin(np.abs(sizes - 10 * count[5]))]
count_big, energy_big, _ = ground_state(cut_big)
size_ratio = count_big / count[5]
error_ratio = error[5] / (energy_big - limit)
assert abs(error_ratio / size_ratio - 1) < 0.10
digit_price_box = size_ratio**(4 / np.log10(error_ratio))


# ---------- cost law: count the multiplications really carried out ----------
class CountedNumber:
    multiplications = 0

    def __mul__(self, other):
        CountedNumber.multiplications += 1
        return self

    def __add__(self, other):
        return self

    __radd__ = __add__


def ladder_multiplications(occupied, virtual):
    integrals = np.empty((virtual,) * 4, dtype=object)
    amplitudes = np.empty((virtual, virtual, occupied, occupied), dtype=object)
    integrals.fill(CountedNumber())
    amplitudes.fill(CountedNumber())
    CountedNumber.multiplications = 0
    np.tensordot(integrals, amplitudes, axes=([2, 3], [0, 1]))
    return CountedNumber.multiplications


work_small = ladder_multiplications(2, 4)
work_basis = ladder_multiplications(2, 8)
work_molecule = ladder_multiplications(4, 8)
assert work_basis == 2**4 * work_small
assert work_molecule == 2**6 * work_small


# ---------- atom-centred sets: size and price of a digit at finite X ----------
def atomic_count(X):
    return (X + 1) * (X + 2) * (2 * X + 3) / 6


published = {}
for X, name in ((2, "cc-pvdz"), (3, "cc-pvtz"), (4, "cc-pvqz"), (5, "cc-pv5z")):
    atom = gto.M(atom="C 0 0 0", spin=2, basis=name, verbose=0)
    published[X] = atom.nao_nr()
    assert published[X] == round(atomic_count(X))

level_factor = 10**(1 / 3)


def digit_price(X):
    return (atomic_count(level_factor * X) / atomic_count(X))**4


price_levels = (2, 3, 4, 5, 10, 100, 1000)
prices = [digit_price(X) for X in price_levels]
assert all(a < b for a, b in zip(prices, prices[1:]))
assert prices[-1] < 1e4 and abs(digit_price(1e5) / 1e4 - 1) < 1e-3

# ---------- printed numbers ----------
print(f"box side L = {side:.3e} m")
print(f"kinetic unit T = {kinetic:.4e} J")
print(f"Coulomb unit A = {coulomb:.4e} J")
print(f"ratio A/T = {strength:.5f}")
for X in levels:
    print(f"X = {X}: plane waves N = {count[X]}")
    print(f"X = {X}: correlation energy = {energy[X] * kinetic:.6e} J")
    print(f"X = {X}: error to estimated limit = {error[X] * kinetic:.3e} J")
    print(f"X = {X}: relative error = {error[X] / abs(limit):.2e}")
print(f"estimated limit (X = 10, 20) = {limit * kinetic:.6e} J")
print(f"estimated limit in eV = {limit * kinetic / const.e:.5f} eV")
print(f"(E5-E10)/(E10-E20) = {doubling_ratio:.3f} (law: 8)")
print(f"far coupling / formula, min = {coupling_ratio.min():.4f}")
print(f"far coupling / formula, max = {coupling_ratio.max():.4f}")
print(f"lattice sum / continuum = {lattice_sum / continuum_sum:.5f}")
print(f"contact density P (X = 20) = {contact_density:.4f}")
print(f"error times N, measured = {slope_measured * kinetic:.4e} J")
print(f"error times N, formula = {slope_formula * kinetic:.4e} J")
print(f"larger basis: X = {np.sqrt(cut_big):.3f}, N = {count_big}")
print(f"size ratio to X = 5: {size_ratio:.3f}")
print(f"error ratio to X = 5: {error_ratio:.3f}")
print(f"box errors with N^4 cost: price per digit = {digit_price_box:.0f}")
print(f"limit from X = 5, 10 = {limit_from_small * kinetic:.6e} J")
print(f"its deviation = {(limit_from_small - limit) * kinetic:.2e} J")
print(f"ladder, o = 2, v = 4: {work_small} multiplications")
print(f"ladder, o = 2, v = 8: {work_basis} multiplications")
print(f"ladder, o = 4, v = 8: {work_molecule} multiplications")
for X in published:
    print(f"cc-pVXZ, X = {X}: functions per atom = {published[X]}")
print(f"level factor per digit = {level_factor:.4f}")
for X, price in zip(price_levels, prices):
    print(f"atomic set from X = {X}: price of a digit = {price:.0f}")
one_digit = 10**4 * const.hour / const.Julian_year
print(f"1 hour run, one more digit = {one_digit:.2f} years")
print(f"1 hour run, two more digits = {one_digit * 10**4:.0f} years")
print("finished without a failed check")
```

Printed output:

```
box side L = 2.000e-10 m
kinetic unit T = 1.2049e-17 J
Coulomb unit A = 3.6718e-19 J
ratio A/T = 0.03047
X = 5: plane waves N = 515
X = 5: correlation energy = -7.829998e-20 J
X = 5: error to estimated limit = 1.564e-22 J
X = 5: relative error = 1.99e-03
X = 10: plane waves N = 4169
X = 10: correlation energy = -7.843764e-20 J
X = 10: error to estimated limit = 1.871e-23 J
X = 10: relative error = 2.39e-04
X = 20: plane waves N = 33401
X = 20: correlation energy = -7.845402e-20 J
X = 20: error to estimated limit = 2.336e-24 J
X = 20: relative error = 2.98e-05
estimated limit (X = 10, 20) = -7.845636e-20 J
estimated limit in eV = -0.48969 eV
(E5-E10)/(E10-E20) = 8.405 (law: 8)
far coupling / formula, min = 0.9965
far coupling / formula, max = 0.9968
lattice sum / continuum = 1.00044
contact density P (X = 20) = 0.3995
error times N, measured = 7.8018e-20 J
error times N, formula = 7.8428e-20 J
larger basis: X = 10.677, N = 5137
size ratio to X = 5: 9.975
error ratio to X = 5: 10.317
box errors with N^4 cost: price per digit = 8753
limit from X = 5, 10 = -7.845704e-20 J
its deviation = -6.88e-25 J
ladder, o = 2, v = 4: 1024 multiplications
ladder, o = 2, v = 8: 16384 multiplications
ladder, o = 4, v = 8: 65536 multiplications
cc-pVXZ, X = 2: functions per atom = 14
cc-pVXZ, X = 3: functions per atom = 30
cc-pVXZ, X = 4: functions per atom = 55
cc-pVXZ, X = 5: functions per atom = 91
level factor per digit = 2.1544
atomic set from X = 2: price of a digit = 460
atomic set from X = 3: price of a digit = 976
atomic set from X = 4: price of a digit = 1538
atomic set from X = 5: price of a digit = 2087
atomic set from X = 10: price of a digit = 4216
atomic set from X = 100: price of a digit = 9091
atomic set from X = 1000: price of a digit = 9904
1 hour run, one more digit = 1.14 years
1 hour run, two more digits = 11408 years
finished without a failed check
```
